# Translation-Rotation Coordinates for Molecular Fragments and Their Cartesian Derivatives, part 2

A structure optimizer for weakly bound molecules needs coordinates for the position and orientation of each deformable fragment, with their Cartesian derivatives. A straight step $\delta x_i=\omega\times\tilde x_i$ turns an interatomic vector $r$ into $r+\omega\times r$, of length

$$|r+\omega\times r|=\sqrt{r^2+|\omega\times r|^2}. \tag{1}$$

Lengths are in bohr, energies in rydberg, angles in radians. A fragment has $N$ atoms at $x_i$ and a fixed reference $y_i$ with $\sum_iy_i=0$. Its position is the centroid $t$:

$$t=\frac1N\sum_i x_i,\qquad \tilde x_i=x_i-t,\qquad \frac{\partial t_a}{\partial x_{ic}}=\frac{\delta_{ac}}{N}, \tag{2}$$

Its orientation is the proper rotation $U$, carrying the reference onto the current geometry, that minimizes

$$D(U)=\sum_i|\tilde x_i-Uy_i|^2=\sum_i|\tilde x_i|^2+\sum_i|y_i|^2-2\sum_i\tilde x_i\cdot Uy_i. \tag{3}$$

$$\sum_i\tilde x_i\cdot Uy_i=\sum_{ab}U_{ab}R_{ab}=\operatorname{tr}(U^TR),\qquad R_{ab}=\sum_i x_{ia}y_{ib}. \tag{4}$$

The unit quaternion $q=(q_0,\mathbf q)$ of $U$, with $q_0\ge0$, is the eigenvector of the largest eigenvalue $\lambda$ of the symmetric matrix $F$:

$$F_{00}=\operatorname{tr}R,\qquad F_{0k}=F_{k0}=\epsilon_{kab}R_{ba},\qquad F_{kl}=R_{kl}+R_{lk}-\delta_{kl}\operatorname{tr}R. \tag{9}$$

With $V$, $W$ proper rotations, singular values $\sigma_1\ge\sigma_2\ge\sigma_3\ge0$ and $\chi=\operatorname{sign}\det R$,

$$R=V\Delta W^T,\qquad \Delta=\operatorname{diag}(d_1,d_2,d_3)=\operatorname{diag}(\sigma_1,\sigma_2,\chi\sigma_3), \tag{11}$$

$$\lambda=d_1+d_2+d_3,\quad\lambda_1=d_1-d_2-d_3,\quad\lambda_2=-d_1+d_2-d_3,\quad\lambda_3=-d_1-d_2+d_3. \tag{12}$$

$$\lambda-\lambda_1=2(\sigma_2+\chi\sigma_3),\qquad\lambda-\lambda_2=2(\sigma_1+\chi\sigma_3),\qquad\lambda-\lambda_3=2(\sigma_1+\sigma_2). \tag{13}$$

The rotation vector $v=\theta n$ has angle $\theta$ and unit axis $n$:

$$v=a(q_0)\,\mathbf q,\qquad a(q_0)=\frac{2\arccos q_0}{\sqrt{1-q_0^2}}=\frac{\theta}{\sin(\theta/2)}. \tag{16}$$

$$a'=\frac{q_0a-2}{1-q_0^2},\qquad a''=\frac{a+3q_0a'}{1-q_0^2}. \tag{17}$$

A subscript $\mu=(i,c)$ or $\nu$ denotes a derivative with respect to a Cartesian coordinate, $e_c$ is a Cartesian unit vector, $F(\cdot)$ is the rule (9), and $q^{(k)}$ are the other orthonormal eigenvectors:

$$R_\mu=e_cy_i^T,\qquad F_\mu=F(R_\mu),\qquad F_{\mu\nu}=0, \tag{19}$$

$$G=\sum_{k=1}^3\frac{q^{(k)}q^{(k)T}}{\lambda-\lambda_k},\qquad G(\lambda-F)=1-qq^T,\qquad Gq=0. \tag{21}$$

$$\lambda_\mu=q^TF_\mu q,\qquad q_\mu=GF_\mu q. \tag{22}$$

$$(F-\lambda)q_{\mu\nu}+(F_\nu-\lambda_\nu)q_\mu+(F_\mu-\lambda_\mu)q_\nu-\lambda_{\mu\nu}q=0,\qquad q^Tq_{\mu\nu}=-q_\mu^Tq_\nu. \tag{23}$$

$$q_{\mu\nu}=G\big[(F_\mu-\lambda_\mu)q_\nu+(F_\nu-\lambda_\nu)q_\mu\big]-(q_\mu^Tq_\nu)\,q. \tag{24}$$

$$v_\mu=a\,\mathbf q_\mu+a'q_{0,\mu}\,\mathbf q. \tag{25}$$

$$v_{\mu\nu}=a\,\mathbf q_{\mu\nu}+a'\big(q_{0,\mu}\mathbf q_\nu+q_{0,\nu}\mathbf q_\mu+q_{0,\mu\nu}\mathbf q\big)+a''q_{0,\mu}q_{0,\nu}\,\mathbf q. \tag{26}$$

An additional laboratory-frame rotation $\omega$ and the change $\delta v$ obey $\omega=J\,\delta v$, with $[a]b=a\times b$ and

$$J=1+\alpha[v]+\beta[v]^2,\qquad\alpha=\frac{1-\cos\theta}{\theta^2},\qquad\beta=\frac{\theta-\sin\theta}{\theta^3}. \tag{28}$$

$$J^{-1}=1-\tfrac12[v]+\gamma[v]^2,\quad\gamma=\frac{1-\frac\theta2\cot\frac\theta2}{\theta^2},\quad\det J=\left(\frac{\sin(\theta/2)}{\theta/2}\right)^2. \tag{29}$$

$$J^{-1}U=J^{-T}. \tag{30}$$

### 8. Symbols and results taken over

A fragment has atoms $x_i$, centroid $t$, centred positions $\tilde x_i=x_i-t$ and a fixed centred reference $y_i$. The rotation $U=\exp[v]$, with $[a]b=a\times b$ and $\theta=|v|<\pi$, maximizes $\sum_i\tilde x_i\cdot Uy_i$. With $R=\sum_ix_iy_i^T=V\Delta W^T$ and $\Delta=\operatorname{diag}(\sigma_1,\sigma_2,\chi\sigma_3)$ from (11), $U=VW^T$. The quaternion $q$ is the top eigenvector of the matrix $F$ of (9), whose eigenvalues $\lambda,\lambda_k$ are given by (12), with $\lambda$ assumed simple. Then $v=a(q_0)\mathbf q$, with derivatives $v_\mu$ and $v_{\mu\nu}$ from (22) to (26). A change $\delta U=[\omega]U$ corresponds to $\omega=J\delta v$, with $J$ and $J^{-1}$ from (28) and (29).

### 9. The first derivative from the Eckart condition

Let $z_i=Uy_i$ be the aligned reference. A trial rotation $\omega$ changes the overlap by $\sum_i\tilde x_i\cdot(\omega\times z_i)=\omega\cdot\sum_iz_i\times\tilde x_i$, which must vanish for every $\omega$ at the optimum:

$$\sum_i\tilde x_i\times z_i=0. \tag{31}$$

This is the Eckart condition with unit masses. It holds at every geometry, so its variation under $\delta x_i$ vanishes, with $\delta z_i=\omega\times z_i$. Since $\sum_iz_i=0$, $\delta\tilde x_i$ may be replaced by $\delta x_i$ in the first term of $\sum_i\delta\tilde x_i\times z_i+\sum_i\tilde x_i\times(\omega\times z_i)=0$. The triple product is $\omega(\tilde x_i\cdot z_i)-z_i(\tilde x_i\cdot\omega)$, so

$$M\omega=\sum_iz_i\times\delta x_i,\qquad M=\sum_i\big[(\tilde x_i\cdot z_i)1-z_i\tilde x_i^T\big]. \tag{32}$$

Now $\sum_i\tilde x_iz_i^T=RU^T=V\Delta W^TWV^T=V\Delta V^T$ is symmetric, and $M=V(\operatorname{tr}\Delta-\Delta)V^T$. Its eigenvalues are $\sigma_2+\chi\sigma_3$, $\sigma_1+\chi\sigma_3$ and $\sigma_1+\sigma_2$, which by (13) equal $(\lambda-\lambda_k)/2$. So $M$ is invertible precisely when $\lambda$ is simple, and $\delta v=J^{-1}\omega$ gives

$$\frac{\partial v}{\partial x_i}=J^{-1}M^{-1}[z_i], \tag{33}$$

a $3\times3$ block whose column $c$ is $v_{(i,c)}$. Equations (25) and (33) are derivatives of the same function and therefore agree. Equation (33) shows the mechanism: a displacement acts through its moment about the centroid, taken with the lever arms of the aligned reference, $M^{-1}$ converts the moment into a rotation, and $J^{-1}$ converts the rotation into a change of $v$.

### 10. Properties of the coordinate set

A rigid translation leaves $v$ unchanged, because $\sum_i[z_i]=0$ in (33). A rigid rotation $\delta x_i=\omega\times\tilde x_i$ produces the moment $\sum_iz_i\times(\omega\times\tilde x_i)=\sum_i[(z_i\cdot\tilde x_i)\omega-\tilde x_i(z_i\cdot\omega)]=M^T\omega=M\omega$. Therefore

$$\delta v=J^{-1}\omega\qquad\text{for }\delta x_i=\omega\times\tilde x_i, \tag{34}$$

however deformed the fragment is. The finite version follows from (3): replacing $\tilde x_i$ by $Q\tilde x_i$ and $U$ by $QU$ leaves $D$ unchanged, so the optimal rotation of the turned fragment is $QU$.

Collect for each fragment $3N-6$ internal coordinates $r_k$, invariant under rigid motion and with linearly independent gradients, together with $t$ and $v$. Call the whole set $s_k$ and its Wilson matrix $B_{k\mu}=\partial s_k/\partial x_\mu$. This matrix is block diagonal in the fragments, and each block is square. Suppose $B\,\delta x=0$ in one block. The internal rows have a null space of dimension six, which contains the six independent rigid motions of a nonlinear fragment and so coincides with them: $\delta x_i=b+\omega\times\tilde x_i$. The translation rows give $b=0$, because $\sum_i\tilde x_i=0$. The rotation rows give $J^{-1}\omega=0$ by (34), so $\omega=0$. Hence $B$ is invertible, with no coordinate drawn between fragments.

For four atoms not in a plane, the six pair distances are such a set. With $a_k=x_k-x_0$, each product $a_k\cdot a_l=(r_{0k}^2+r_{0l}^2-r_{kl}^2)/2$ is stationary if the distances are. The three $a_k$ form a basis, so $\delta a_k=\Omega a_k$ defines a matrix $\Omega$, and $a_k^T(\Omega+\Omega^T)a_l=0$ for all $k,l$ makes it antisymmetric. The displacement is then rigid. The argument fails for a planar geometry, where a further coordinate is needed.

The rows of $B$ need not be orthogonal. The row of the distance $r_{ij}$ has entries $+e$ on atom $i$ and $-e$ on atom $j$, where $e$ is the unit vector along $x_i-x_j$. Its overlap with the three rotation rows is, by (33),

$$B_vB_{r_{ij}}^T=J^{-1}M^{-1}\,(z_i-z_j)\times e. \tag{35}$$

It vanishes if and only if $z_i-z_j$ is parallel to $e$. That holds for all pairs when $\tilde x=z$. In a deformed fragment $z_i-z_j$ is in general not parallel to $e$, and moving the two atoms apart along $e$ then changes $v$.

For an undeformed fragment $M$ is the inertia tensor $I=\sum_i(|z_i|^2-z_iz_i^T)$ with unit masses. Since $[z][z]^T=-[z]^2=|z|^2-zz^T$, at $v=0$

$$B_vB_v^T=I^{-1}\Big(\sum_i[z_i][z_i]^T\Big)I^{-1}=I^{-1}. \tag{36}$$

The singular values of $B_v$ are $I_k^{-1/2}$, inverse lengths. Multiplying $v$ by a length of order $(I_k/N)^{1/2}$, the radius of gyration, brings them to the value $N^{-1/2}$ that (2) gives for the translation rows. Equation (36) also fixes the approach to linearity. For atoms at $(-2,0,0)$, $(0,\epsilon,0)$ and $(2,0,0)$ bohr, the centred transverse coordinates are $-\epsilon/3$, $2\epsilon/3$ and $-\epsilon/3$, and the moment about the long axis is $2\epsilon^2/3$. The gap of $F$ is twice this, $0.05333$ bohr$^2$ at $\epsilon=0.2$ bohr and $0.01333$ bohr$^2$ at $0.1$ bohr. The largest singular value is $6.124$ and $12.247$ rad/bohr. The gap closes as $\epsilon^2$, while at this undeformed geometry the derivative grows as $1/\epsilon$, because the lever arm in (33) shrinks as $\epsilon$.

### 11. Gradient, Hessian and back-transformation

Write the energy as $E(x)=\mathcal E(s(x))$, with $g_k=\partial\mathcal E/\partial s_k$ and $A=B^{-1}$. The chain rule gives $\nabla_xE=B^Tg$, so $g=A^T\nabla_xE$. The column of $A$ that belongs to $s_k$ is the displacement that changes $s_k$ alone at unit rate. For $t_c$ it is $\delta x_i=e_c$. For $v_c$ it is $\delta x_i=(Je_c)\times\tilde x_i$, which leaves $r$ and $t$ unchanged and gives $\delta v=e_c$ by (34). Using $\nabla_iE\cdot(\omega\times\tilde x_i)=\omega\cdot(\tilde x_i\times\nabla_iE)$,

$$g_t=\sum_i\nabla_iE,\qquad g_v=J^T\tau,\qquad\tau=\sum_i\tilde x_i\times\nabla_iE. \tag{37}$$

Here $-g_t$ is the net force on the fragment and $-\tau$ the torque about its centroid. Neither result depends on the choice of the $r_k$. For an isolated system the energy is invariant under overall translation and rotation, so $\sum\nabla_iE=0$ and $\sum x_i\times\nabla_iE=0$ over all atoms. Splitting $x_i=t_f+\tilde x_i$ for fragment $f$,

$$\sum_fg_{t,f}=0,\qquad\sum_f\big(\tau_f+t_f\times g_{t,f}\big)=0,\qquad\tau_f=J_f^{-T}g_{v,f}. \tag{38}$$

Differentiating $\partial_\mu E=\sum_kg_kB_{k\mu}$ once more gives $H_x=B^TH_sB+\sum_kg_kK_k$, with $(K_k)_{\mu\nu}=\partial_\mu\partial_\nu s_k$. Solving for $H_s$,

$$H_s=A^T\Big(H_x-\sum_kg_kK_k\Big)A. \tag{39}$$

For $v$, $K$ is (26), and for $t$ it is zero. For a distance $r=|d|$ with $d=x_i-x_j$, $\partial r/\partial d=e$ and $\partial e/\partial d=(1-ee^T)/r$. In the block $H_{vv}$ the relative displacement is $\omega_a\times d$ with $\omega_a=Je_a$, which is perpendicular to $e$, so the projector drops out and the distances contribute

$$-\sum_kg_{r_k}\,\frac{(\omega_a\times d_k)\cdot(\omega_b\times d_k)}{r_k}. \tag{40}$$

This term removes the stretching (1) from the curvature. The block $H_{vv}$ is the second derivative of the energy at fixed $r$ and $t$, that is along the rigid motion $x_i(v)=t+\exp[v]\exp[-v^0]\,\tilde x_i^0$ from a starting point with label 0, whose rotation coordinate is $v$ by the finite form of (34). The terms with $K_k$ vanish at a stationary point, where $g=0$.

A step to target values $s^*$ is turned into Cartesian positions by Newton's method, which converges quadratically from a sufficiently close start because $B$ is invertible and smooth:

$$x\leftarrow x+B(x)^{-1}\big(s^*-s(x)\big). \tag{41}$$

### 12. Worked example: two ammonia molecules

The reference has threefold symmetry about $z$, with the round inputs $r_{\rm NH}=1.90$ bohr and HNH angle $107^\circ$, near the shape of the molecule. Fragment A is the reference itself, so $t_A=0$ and $v_A=0$. Fragment B is made from the reference by moving H1 outward along its bond by $0.10$ bohr and H2 along $+z$ by $0.08$ bohr, centring, rotating by $v^{\rm app}=(0.6,-0.9,0.4)$ rad, and placing the centroid at $(6.5,0,0)$ bohr. In bohr:

| atom | $y_i$ | $x_i$ of B |
|---|---|---|
| N | 0, 0, 0.53017 | 6.17202, −0.33239, 0.22876 |
| H1 | 1.76361, 0, −0.17672 | 7.67453, 0.28170, 1.39724 |
| H2 | −0.88180, 1.52733, −0.17672 | 5.19960, 1.17221, −0.31334 |
| H3 | −0.88180, −1.52733, −0.17672 | 6.95386, −1.12153, −1.31267 |

The closest atoms of A and B are $3.63$ bohr apart. Equations (4) and (9) give, in bohr$^2$,

$$F_B=\begin{pmatrix}6.48289&1.76126&-4.12985&3.13144\\1.76126&-0.84711&-2.22721&3.66616\\-4.12985&-2.22721&0.52370&1.29134\\3.13144&3.66616&1.29134&-6.15948\end{pmatrix}.$$

For instance $F_{00}=\sum_ix_i\cdot y_i=0.121+13.288-2.739-4.187=6.483$. Numerical decomposition of $R_B$ gives the singular values $4.83117$, $4.66705$ and $0.36647$. Diagonalizing $F_B$ gives $9.86469$, $-0.20234$, $-0.53059$ and $-9.13176$. The top value is $4.83117+4.66705+0.36647$, the case $\chi=+1$ of (12). The eigenvalues of $M_B$ are the pair sums $5.0335$, $5.1976$ and $9.4982$. For A, $M$ is the inertia tensor: $3\times1.76361^2=9.331$ about the axis, and $9.331/2+0.53017^2+3\times0.17672^2=5.040$ about each perpendicular axis.

The top eigenvector is $q_B=(0.839651,\,0.291614,\,-0.413457,\,0.197483)$. Then $1-q_0^2=0.294986$, $\theta=2\arccos q_0=1.14831$ rad $=65.79^\circ$, and $a=1.14831/0.543126=2.11426$. From (17), $a'=(1.775243-2)/0.294986=-0.76192$ and $a''=(2.114263-1.919248)/0.294986=0.6611$. Multiplying $\mathbf q$ by $a$,

$$v_B=(0.61655,\,-0.87416,\,0.41753)\ \text{rad},\qquad\det J_B=0.294986/0.329654=0.8948.$$

The residual deviation $(D/4)^{1/2}$ is $0.0449$ bohr.

The vector $v_B$ differs from $v^{\rm app}$ by $(0.0165,\,0.0258,\,0.0175)$ rad, because the deformation carries a moment. Let $d_i$ be the deformation before the rotation $Q=\exp[v^{\rm app}]$. To first order, (32) at the reference gives the rotation $\omega'=I^{-1}\sum_iy_i\times d_i$. The total rotation is $Q(1+[\omega'])=(1+[Q\omega'])Q$, so $\delta v=J^{-1}Q\omega'=J^{-T}\omega'$ by (30). The N–H1 vector is $(1.76361,0,-0.70689)$, so $d_1=(0.09282,0,-0.03720)$ and $y_1\times d_1=(0,0.0492,0)$. For H2, $y_2\times d_2=(0.1222,0.0705,0)$. Dividing the sum by $5.040$ gives $\omega'=(0.02424,0.02376,0)$. With $v=v^{\rm app}$, $\theta^2=1.33$ and $\gamma=0.0852$, one finds $v\times\omega'=(-0.00950,0.00970,0.03607)$ and $v\times(v\times\omega')=(-0.03635,-0.02545,-0.00274)$. The transpose reverses the sign of $[v]$ in (29), so $\delta v=\omega'+\frac12v\times\omega'+\gamma\,v\times(v\times\omega')=(0.0164,\,0.0264,\,0.0178)$ rad. This is within $0.0006$ rad of the full shift in each component.

Evaluating (22) and (25) for atom H1 gives, in rad/bohr, $\partial v/\partial x=(-0.0190,0.2011,-0.0559)$, $\partial v/\partial y=(-0.0901,0.1651,0.1985)$ and $\partial v/\partial z=(0.0344,-0.2026,0.0062)$. Equation (26) gives $\partial^2v/\partial x\,\partial y=(0.0183,-0.0534,-0.0343)$ rad/bohr$^2$ for the same atom.

With six distances per molecule, $B$ is $24\times24$. The largest overlap (35) is zero to rounding for A and $0.0077$ rad/bohr for B. The smallest singular value of $B$ is $0.3274$. It is $9.331^{-1/2}$: the rotation rows of A are orthogonal to all other rows, so the values (36) are singular values of $B$ itself.

Apply (41) to the step $\Delta v_B=(0.3,0.2,-0.2)$ rad with all else fixed. The largest component of $s^*-s$ runs $0.30$, $0.22$, $1.4\times10^{-3}$, $3.9\times10^{-6}$, $9\times10^{-13}$. The first iteration gains little. It is the straight step with $\omega=J\Delta v$. Of $|\Delta v|^2=0.17$ the part $0.004$ lies along $v_B$, and the remainder is scaled by $\det J_B$, so $\omega^2=0.004+0.8948\times0.166=0.153$. In components, (28) gives $\omega=(0.2721,0.2801,0.0089)$. The H2–H3 vector of B is $d=(-1.754,2.294,0.999)$ bohr, with $d^2=9.337$ bohr$^2$ and $\omega\cdot d=0.174$ bohr, so $|\omega\times d|^2=\omega^2d^2-(\omega\cdot d)^2=1.394$ bohr$^2$. By (1) this distance grows from $3.056$ to $\sqrt{9.337+1.394}=3.276$ bohr. The stretch of $0.220$ bohr accounts for the residual $0.22$.

The energy is taken from restricted Hartree-Fock theory in the 6-31G basis, with analytic gradient and Hessian. This level omits electron correlation, and with it dispersion, uses a small basis and has no counterpoise correction. The digits below serve the arithmetic and do not describe the real dimer. They are not converged in the basis. With 6-31G** and cc-pVDZ the $x$ component of $g_{t,B}$ moves from $-0.0134$ to $-0.0129$ and $-0.0120$ Ry/bohr, and $\tau_{B,x}$ moves from $-0.0090$ to $-0.0068$ and $-0.0060$ Ry/rad. With 6-31G** the eigenvalues of $H_{vv}$ given at the end move by 30 to 50 meV/rad$^2$, to $-284$, $-26$ and $246$ meV/rad$^2$. The total energy is $-224.6354$ Ry, and the geometry is not stationary. The Cartesian gradient gives $g_{t,B}=(-0.013423,-0.003673,0.004753)$ Ry/bohr, $\tau_A=(0.009031,0.019686,0.010201)$ and $\tau_B=(-0.009031,0.011210,0.013672)$ Ry/rad. The negative $x$ component of $g_{t,B}$ means that B is pushed away from A. In (38), $t_B\times g_{t,B}=(0,\,-6.5\times0.004753,\,-6.5\times0.003673)=(0,-0.03089,-0.02387)$. It cancels $\tau_A+\tau_B=(0,0.03090,0.02387)$, and its vanishing $x$ component is why $\tau_{A,x}=-\tau_{B,x}$.

For (37), $\cos\theta=2q_0^2-1=0.41003$, $\sin\theta=0.91207$ and $\theta^2=1.31862$ give $\alpha=0.44742$ and $\beta=0.15602$. Further, $v\times\tau=(-0.016632,-0.012200,-0.000983)$ and $v\times(v\times\tau)=(0.005953,-0.006338,-0.022061)$. With $J^T\tau=\tau-\alpha\,v\times\tau+\beta\,v\times(v\times\tau)$, the $x$ component is $-0.009031+0.007441+0.000929=-0.000661$, and altogether

$$g_{v,B}=(-0.00066,\,0.01568,\,0.01067)\ \text{Ry/rad}=(-9,\,213,\,145)\ \text{meV/rad}.$$

At $66^\circ$ the gradient in $v$ differs substantially from $\tau$, and in this basis its $x$ component is about fourteen times smaller than $\tau_x$. That small value is a near cancellation and its sign is not robust: 6-31G** gives $g_{v,B}=(0.0010,\,0.0132,\,0.0103)$ Ry/rad.

Equation (39) gives the rotation block of B and, within it, the part $-A^T(g_v\cdot K_v)A$ that rests on (26), in Ry/rad$^2$:

$$H_{vv}=\begin{pmatrix}-0.00219&-0.00576&0.01219\\-0.00576&-0.01638&0.00779\\0.01219&0.00779&0.00518\end{pmatrix},$$

$$H_{vv}^{(K_v)}=\begin{pmatrix}0.00364&0.00106&-0.00576\\0.00106&-0.00048&0.00271\\-0.00576&0.00271&-0.00667\end{pmatrix}.$$

In two diagonal elements the part from $v_{\mu\nu}$ exceeds the total in magnitude and has the opposite sign, so it cannot be dropped at this geometry. With 6-31G** it exceeds the total only in the $xx$ element, and in the $zz$ element it is $-0.0052$ against a total of $0.0074$. Omitting all terms with $K_k$ gives the diagonal $(-0.0103,\,0.1613,\,0.1270)$. The columns of $A$ for $v_B$ move B alone and $K_t=0$, so the remaining difference is the distance term (40). For the $yy$ element it is $-0.0164-0.1613+0.0005=-0.1772$, about eleven times the magnitude of $H_{vv,yy}$. By (40) it comes from the internal gradients $g_r$, acting on the stretch that a straight Cartesian step produces. These gradients arise mainly from the unrelaxed shape of B. The gradient of B alone, at the same geometry, gives $-0.167$ in (40). The neighbouring molecule adds $-0.010$, which is small within this term but comparable to $H_{vv,yy}$ itself.

The eigenvalues of $H_{vv}$ are $-0.0236$, $-0.0043$ and $0.0145$ Ry/rad$^2$, or $-321$, $-59$ and $198$ meV/rad$^2$. Two are negative. By (39) these values depend on the coordinates chosen, here on the reference orientation, through $J$ and, since $g\ne0$, also through $K_v$. At a stationary point only the dependence through $J$ would remain, and it cannot change the number of negative eigenvalues. They are curvatures of the energy along straight lines in $v$ at fixed shape and centroid, and they do not classify a stationary point.

Numbers in the example were calculated in double precision.
